# Summing all 256 Ising fields of a four-slice Hubbard dimer

## Question

I am trying to understand determinant Monte Carlo on a case small enough to need no Monte Carlo. I took the Hubbard dimer

$$H=K+V-\mu N,\qquad K=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad V=U\sum_{i=1}^{2}n_{i\uparrow}n_{i\downarrow},$$

with $U=6t$, $\mu=2t$ and $\beta=1/t$, cut $\beta$ into four slices, and introduced one Ising variable per site and slice. That makes $2^8=256$ configurations, so I summed all of them. With the prefactor included I get 327.04. Diagonalizing $H$ in the 16-dimensional Fock space gives $\mathrm{Tr}\,e^{-\beta H}=316.84$.

There is no sampling, so there can be no statistical error. Is the determinant formula approximate, or do I have a bug? What should the 256 terms add up to, and can I see where the difference comes from? I would also like to know why a determinant appears at all, and whether any of the 256 terms could be negative.

## Answer

Your sum is right, but it has to be compared with a different trace. The fields replace the interaction inside each time slice without any error. The slicing itself has an error, and the sum over fields inherits it. With $\Delta=\beta/L$, the quantity to compare with is

$$Z_L=\mathrm{Tr}\left[\left(e^{-\Delta K}e^{-\Delta(V-\mu N)}\right)^L\right],\qquad L=4,$$

where the trace runs over all 16 Fock states. I take $t$ real and $U\ge 0$, measure energies in units of $t$, and let $\sigma=+1$ stand for spin up and $\sigma=-1$ for spin down. By cyclicity of the trace, the symmetric splitting $e^{-\Delta K/2}e^{-\Delta(V-\mu N)}e^{-\Delta K/2}$ gives the same $Z_L$, so it would not change your number.

### From the interaction to Ising fields

For one site, the claim is

$$e^{-\Delta U n_\uparrow n_\downarrow}=\frac12\sum_{x=\pm1}\exp\left[-\frac{\Delta U}{2}(n_\uparrow+n_\downarrow)+\lambda x(n_\uparrow-n_\downarrow)\right],\qquad \cosh\lambda=e^{\Delta U/2}.$$

All operators here are diagonal in the occupations, so it is enough to check the four states of the site:

- Empty: both sides are 1.
- One electron of either spin: the left side is 1. The right side is $e^{-\Delta U/2}\,\frac12(e^{\lambda}+e^{-\lambda})=e^{-\Delta U/2}\cosh\lambda=1$.
- Two electrons: the left side is $e^{-\Delta U}$. On the right $n_\uparrow-n_\downarrow=0$, so both terms of the sum equal $e^{-\Delta U}$, and so does their average.

The identity therefore holds for any $\Delta$, small or not. The condition $U\ge0$ makes $\cosh\lambda\ge1$, so that $\lambda$ is real.

The chemical potential adds $\Delta\mu(n_\uparrow+n_\downarrow)$ to the exponent. For the two sites of one slice,

$$e^{-\Delta(V-\mu N)}=\frac14\sum_{x_1,x_2}\exp\left[\sum_{i\sigma}a_{i\sigma}n_{i\sigma}\right],\qquad a_{i\sigma}=\sigma\lambda x_i+\Delta\left(\mu-\frac U2\right).$$

Insert this in each of the four slices, with independent fields $x_i(l)$. The trace is linear, so the sums can be taken outside it, and the prefactor is $(1/4)^4=1/256$.

### Why each term is a product of two determinants

For fixed fields, every slice is a product of exponentials of one-body operators, and none of these operators mixes the spins. Write the basis states with the up creation operators to the left of the down ones. An up operator such as $c^\dagger_{1\uparrow}c_{2\uparrow}$ then acts on the up part alone. A down operator of this kind contains two fermion operators, so it passes the up part without a sign. The trace is therefore a product of an up trace and a down trace.

Now take one spin species. On two sites it can have 0, 1 or 2 particles, and the slices conserve this number.

**No particle.** Every exponential acts as 1, so the contribution is 1.

**One particle.** The field factor multiplies $c^\dagger_{i\sigma}|0\rangle$ by $e^{a_{i\sigma}}$, which is the matrix $D_\sigma(l)=\mathrm{diag}(e^{a_{1\sigma}},e^{a_{2\sigma}})$. The hopping is $-t\,\tau$ with $\tau=\begin{pmatrix}0&1\\1&0\end{pmatrix}$. Since $\tau^2=1$, the even powers in the exponential series give cosh and the odd powers give sinh:

$$h=e^{t\Delta\tau}=\begin{pmatrix}\cosh t\Delta&\sinh t\Delta\\ \sinh t\Delta&\cosh t\Delta\end{pmatrix}.$$

The four slices together act as

$$B_\sigma=hD_\sigma(4)\,hD_\sigma(3)\,hD_\sigma(2)\,hD_\sigma(1),$$

and the contribution to the trace is $\mathrm{tr}\,B_\sigma$.

**Two particles.** There is one state, with both sites filled. Hopping gives zero on it, because the target site is occupied, so $e^{-\Delta K}$ acts as 1. This equals $\det h=\cosh^2t\Delta-\sinh^2t\Delta$. The field factor is $e^{a_{1\sigma}+a_{2\sigma}}=\det D_\sigma(l)$. The product over the slices is $\det B_\sigma$.

The three contributions add up to a determinant:

$$\det(1+B)=(1+B_{11})(1+B_{22})-B_{12}B_{21}=1+\mathrm{tr}\,B+\det B.$$

So the determinant is the sum over particle numbers of one spin species moving in the given field. Collecting everything,

$$\boxed{Z_4=\frac1{256}\sum_{\{x_i(l)=\pm1\}}\det(1+B_\uparrow)\,\det(1+B_\downarrow)}$$

for any value of $\Delta$. The Trotterized trace is the arithmetic mean of the 256 determinant products.

### Two of the terms in numbers

Here $\Delta=0.25/t$, so $\cosh\lambda=e^{0.75}=2.1170$ and $\lambda=1.3820$. The diagonal entries of $D_\uparrow$ are

$$d_+=e^{\lambda-0.25}=3.1019\quad(x=+1),\qquad d_-=e^{-\lambda-0.25}=0.19553\quad(x=-1).$$

For spin down the two values are exchanged.

**Uniform field, all $x=+1$.** Now $D_\uparrow=d_+\cdot1$ commutes with $h$, and $B_\uparrow=d_+^4h^4$ with $h^4=e^{\tau}$, because $4t\Delta=1$. This gives

$$\mathrm{tr}\,B_\uparrow=2d_+^4\cosh1=285.716,\qquad\det B_\uparrow=d_+^8=8570.992,$$

$$\det(1+B_\uparrow)=1+285.716+8570.992=8857.708.$$

For spin down, $d_-$ replaces $d_+$ and $\det(1+B_\downarrow)=1.004514$. The product is 8897.69.

**Staggered field, $x_1=+1$ and $x_2=-1$ in every slice.** Multiplying the four equal slice matrices gives

$$B_\uparrow=\begin{pmatrix}106.0138&1.7394\\27.5929&0.4540\end{pmatrix}.$$

Its determinant can be checked by hand: $(d_+d_-)^4=(e^{-0.5})^4=e^{-2}=0.1353$. Hence $\det(1+B_\uparrow)=1+106.4677+0.1353=107.603$. The matrix for spin down is the same with the two sites exchanged, which leaves the determinant unchanged. The product is $107.603^2\approx11578.4$.

Over all 256 configurations the products range from 5.16 to 11578.4. The largest value occurs twice, for the staggered field above and for its reversal. Reversing all fields exchanges $B_\uparrow$ and $B_\downarrow$, so it cannot change the product. These two configurations supply $2\times11578.4/83722.2\approx28\%$ of the sum.

The complete sum and its mean are

$$\frac{83722.2238}{256}=327.0399.$$

Multiplying the $16\times16$ slice matrices directly, with no fields at all, also gives $Z_4=327.0399$. The relative difference between the two results is $3\times10^{-16}$, which is rounding.

### Can a term be negative?

Not for this dimer. For $t>0$ all entries of $h$ are positive, and the diagonal entries of $D_\sigma$ are positive. All entries of the product $B_\sigma$ are then positive, so $\mathrm{tr}\,B_\sigma>0$. Also $\det B_\sigma=\prod_l\det D_\sigma(l)>0$, since $\det h=1$. Therefore

$$\det(1+B_\sigma)=1+\mathrm{tr}\,B_\sigma+\det B_\sigma>1.$$

For $t<0$, let $G=\mathrm{diag}(1,-1)$. Then $GhG$ is the hopping matrix with the sign of $t$ reversed, while $GD_\sigma G=D_\sigma$. Hence $GB_\sigma G$ is the matrix for $-t$, and it has the same determinant and trace. For $t=0$ everything is diagonal and positive. None of this depends on $\mu$, so the products can serve as probabilities at any filling.

The argument uses the fact that a $2\times2$ matrix has no terms in $\det(1+B)$ besides the trace and the full determinant. With more sites, other principal minors enter, and positive matrix entries do not fix their signs. Do not carry the conclusion over to a general lattice.

### Where the missing 10.2 comes from

The formula can be taken apart further. Multiply out $(1+\mathrm{tr}\,B_\uparrow+\det B_\uparrow)(1+\mathrm{tr}\,B_\downarrow+\det B_\downarrow)$ and average each of the nine terms over the fields. Each average is the part of $Z_4$ with fixed particle numbers $(N_\uparrow,N_\downarrow)$. Let $z=e^{\beta\mu}$ and $w=e^{-\beta U}$. In eight of the nine sectors $V$ is a constant:

- $(0,0)$: one state, contribution 1.
- $(1,0)$ and $(0,1)$: $V=0$, and the electron has energies $\mp t$. Each sector gives $z(e^{\beta t}+e^{-\beta t})=2z\cosh\beta t=22.804$.
- $(2,0)$ and $(0,2)$: one state each, with $K=V=0$. Each gives $z^2=54.598$.
- $(2,1)$ and $(1,2)$: one site is doubly occupied, so $V=U$, and the minority electron hops as if alone. Each gives $2wz^3\cosh\beta t=3.086$.
- $(2,2)$: $V=2U$ and $K=0$, which gives $w^2z^4=0.018$.

A constant commutes with $K$, so the splitting makes no error in these sectors.

The $(2,0)$ sector is also a useful test of your code, because its individual terms depend strongly on the fields. With $S=\sum_{il}x_i(l)$,

$$\det B_\uparrow=e^{8\Delta(\mu-U/2)}e^{\lambda S}=z^2e^{-\beta U}e^{\lambda S}.$$

The eight fields are averaged independently, so $e^{\lambda S}$ becomes $\cosh^8\lambda=e^{4\Delta U}=e^{\beta U}$, and $z^2$ remains. If you forget the shift $-U/2$ in $a_{i\sigma}$, this sector comes out too large by the factor $e^{\beta U}$.

That leaves $(1,1)$. Let $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$. Moving either electron gives

$$K|12\rangle=K|21\rangle=-t(|11\rangle+|22\rangle),\qquad K|11\rangle=K|22\rangle=-t(|12\rangle+|21\rangle).$$

The difference $|12\rangle-|21\rangle$ is a triplet state, with $K=V=0$. It contributes 1 (times $z^2$, as do all states of this sector). The difference $|11\rangle-|22\rangle$ has $K=0$ and $V=U$, and contributes $w$. The normalized sums

$$|s\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad|d\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2}$$

are coupled: $K|s\rangle=-2t|d\rangle$ and $K|d\rangle=-2t|s\rangle$, while $V|s\rangle=0$ and $V|d\rangle=U|d\rangle$. Here $K$ and $V$ do not commute. Physically, this is the competition between spreading the singlet pair and avoiding double occupancy.

In the basis $(|s\rangle,|d\rangle)$ one slice is

$$M=\begin{pmatrix}\cosh2t\Delta&\sinh2t\Delta\\ \sinh2t\Delta&\cosh2t\Delta\end{pmatrix}\begin{pmatrix}1&0\\0&e^{-\Delta U}\end{pmatrix}.$$

Its determinant is $e^{-\Delta U}$ and its trace is $\cosh(2t\Delta)(1+e^{-\Delta U})$. Take out a factor $e^{-\Delta U/2}$. The remaining matrix has determinant 1 and trace $2\cosh(2t\Delta)\cosh(U\Delta/2)\ge2$, so its eigenvalues are $e^{\pm\theta}$ with

$$\cosh\theta=\cosh(2t\Delta)\cosh\frac{U\Delta}2.$$

Hence $\mathrm{tr}\,M^L=2e^{-\beta U/2}\cosh L\theta$. Without slicing, the block $K+V$ is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\quad\text{with eigenvalues }\frac U2\pm\varepsilon,\qquad\varepsilon=\sqrt{\frac{U^2}4+4t^2},$$

and its trace is $2e^{-\beta U/2}\cosh\beta\varepsilon$. The whole error is therefore

$$Z_L-Z=2z^2e^{-\beta U/2}\left[\cosh L\theta-\cosh\beta\varepsilon\right].$$

For your parameters $\theta=0.92568$, compared with $\varepsilon\Delta=0.90139$. The $(1,1)$ sector gives 165.045 with four slices and 154.845 without slicing. The difference of 10.200 is the difference between your two numbers, $327.040-316.840$. It is 3.2% of the exact $Z$.

### Its sign and size

Set $a=2|t|\Delta$ and $b=U\Delta/2$, so that $a^2+b^2=\varepsilon^2\Delta^2$. Then

$$\cosh\theta=\cosh a\cosh b=\frac12\left[\cosh(a+b)+\cosh(a-b)\right].$$

The function $f(y)=\cosh\sqrt y=\sum_n y^n/(2n)!$ has positive coefficients, so it is convex for $y\ge0$. The midpoint of $(a+b)^2$ and $(a-b)^2$ is $a^2+b^2$. Convexity then gives $\cosh\theta\ge f(a^2+b^2)=\cosh\varepsilon\Delta$, and so $\theta\ge\varepsilon\Delta$. The sliced trace of the dimer is never below the exact one. The two are equal if $t=0$ or $U=0$, when there is nothing to split.

For small $\Delta$, compare the fourth-order terms:

$$\cosh a\cosh b-\cosh\sqrt{a^2+b^2}\approx\left(\frac{a^4+b^4}{24}+\frac{a^2b^2}4\right)-\frac{(a^2+b^2)^2}{24}=\frac{a^2b^2}6.$$

The terms of lower order cancel. With $\theta=\varepsilon\Delta+\delta$, the left side is also $\delta\sinh\varepsilon\Delta\approx\delta\,\varepsilon\Delta$. Since $a^2b^2=t^2U^2\Delta^4$, this gives $\delta=\Delta^3t^2U^2/(6\varepsilon)$, or

$$\frac\theta\Delta=\varepsilon+\frac{\Delta^2t^2U^2}{6\varepsilon}+O(\Delta^4).$$

Slicing thus pushes the two coupled singlet levels $U/2\pm\theta/\Delta$ too far apart. The third singlet of the sector, $|11\rangle-|22\rangle$, stays at energy $U$. In your case the leading term predicts a shift of $0.104\,t$, and the actual shift is $3.703\,t-3.606\,t=0.097\,t$.

Expanding $\cosh L\theta=\cosh(\beta\theta/\Delta)$ to first order in this shift gives

$$Z_L-Z\approx2z^2e^{-\beta U/2}\sinh(\beta\varepsilon)\,\frac{\beta\Delta^2t^2U^2}{6\varepsilon}.$$

At fixed $\beta$ the error falls as $1/L^2$ once $L$ is large:

| $L$ | $Z_L-Z$ | leading formula |
|---:|---:|---:|
| 4 | 10.200 | 10.397 |
| 8 | 2.588 | 2.599 |
| 16 | 0.6491 | 0.6498 |
| 64 | 0.04061 | 0.04061 |

The last expansion requires $\beta$ times the level shift to be small, in addition to small $\Delta$. If you lower the temperature at fixed $\Delta$, it eventually fails. At your $\mu$ the lower singlet level dominates $Z$ at low temperature, and the ratio $Z_L/Z$ then grows as $e^{\beta(\theta/\Delta-\varepsilon)}$.

For your code this means two separate comparisons. At fixed $L$, the field sum equals $Z_L$ exactly, and at your $\beta=1/t$ any discrepancy larger than rounding is a bug. At low temperature rounding itself grows, because $(1+B_{11})(1+B_{22})-B_{12}B_{21}$ becomes a difference of two nearly equal large numbers. With four slices in double precision, the direct determinants miss $Z_4$ by roughly $10^{-7}$ to $3\times10^{-6}$ (relative) at $U=6t$, $\mu=3t$, $\beta=10/t$, and by roughly 4% to 12% at $U=6t$, $\mu=2t$, $\beta=24/t$, with spurious negative products in both cases. Where a given code falls in these ranges depends on how the matrices are multiplied and how the determinant is evaluated, so only the order of magnitude is reproducible. For $t>0$ the form $1+\mathrm{tr}\,B_\sigma+\prod_l\det D_\sigma(l)$ adds only positive numbers and avoids this cancellation. The approach to $\mathrm{Tr}\,e^{-\beta H}$ is tested by increasing $L$. The numerical check does both, and it also compares each of the 256 determinant products with its own Fock-space trace.

## Calculated quantities

```
hopping t = 1.00 (energy unit), U = 6.00 t, mu = 2.00 t
beta = 1.00 1/t, slices = 4, time step = 0.2500 1/t
cosh(lambda) = 2.11700002, lambda = 1.38201735 (dimensionless)
hop matrix entries: cosh = 1.03141310, sinh = 0.25261232
diagonal factor, up spin, x=+1: 3.10190783
diagonal factor, up spin, x=-1: 0.19553471
static uniform (+,+) configuration (dimensionless):
  B_up = [[142.857872, 108.799720], [108.799720, 142.857872]]
  tr = 285.715743, det = 8570.992392, det(1+B_up) = 8857.708135
  B_dn = [[0.002256, 0.001718], [0.001718, 0.002256]]
  tr = 0.004511, det = 0.000002, det(1+B_dn) = 1.004514
  product of determinants = 8897.687982
static staggered (+,-) configuration (dimensionless):
  B_up = [[106.013754, 1.739373], [27.592928, 0.453995]]
  tr = 106.467749, det = 0.135335, det(1+B_up) = 107.603084
  B_dn = [[0.453995, 27.592928], [1.739373, 106.013754]]
  tr = 106.467749, det = 0.135335, det(1+B_dn) = 107.603084
  product of determinants = 11578.423720
configurations = 256, negative products = 0
smallest product = 5.155945, largest product = 11578.423720
configurations with largest product = 2
one of them, (x1,x2) per slice: [[1, -1], [1, -1], [1, -1], [1, -1]]
sum of 256 products = 83722.22384963
mean of 256 products = 327.0399369126
direct 16-state Trotter trace = 327.0399369126
relative difference = 3.3e-16
sector (Nup,Ndn): field average | exact exp(-beta H) trace
  (0,0): 1.00000000 | 1.00000000
  (1,0): 22.80381875 | 22.80381875
  (1,1): 165.04536116 | 154.84546393
  (2,0): 54.59815003 | 54.59815003
  (2,1): 3.08616127 | 3.08616127
  (2,2): 0.01831564 | 0.01831564
theta = 0.92567595, epsilon*step = 0.90138782 (dimensionless)
theta/step = 3.702704 t, epsilon = 3.605551 t
leading shift of theta/step = 0.104006 t
exact partition function Z = 316.8400396815
Z_4 - Z = 10.19989723, relative = 3.2193 %
L: Z_L - Z | leading formula | ratio
  4: 10.19989723 | 10.39691085 | 0.981051
  8: 2.58806660 | 2.59922771 | 0.995706
  16: 0.64912951 | 0.64980693 | 0.998958
  32: 0.16240972 | 0.16245173 | 0.999741
  64: 0.04061031 | 0.04061293 | 0.999935
```
